# Lanyon-Tuft screening energy in silicon at 10¹⁸ carriers per cubic centimetre: a program that tests the result

```python
# Result under test: the field energy removed when a classical electron gas
# screens one fixed hole in silicon is dE = 3 q^2 / (16 pi eps lam)
# (Lanyon-Tuft), with Debye length lam = sqrt(eps kT / (q^2 n)).
# Symbols: n carrier density, eps permittivity, C = q^2/(4 pi eps) in eV nm,
# A = C/lam in eV. Lengths are in nm, energies in eV, densities in nm^-3.
# The free-energy lowering of the hole is A/2, not 3A/4.
# The program also sizes effects which the simple model leaves out.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn

q = sc.e
T0 = 300.0
n_cm = 1e18
n0 = n_cm * 1e-21
eps_r = 11.7
m_long, m_trans, valleys = 0.98, 0.19, 6


def thermal(T):
    return sc.k * T / q


def coulomb(er=eps_r):
    return q / (4 * np.pi * er * sc.epsilon_0) * 1e9


def debye(n=n0, T=T0, er=eps_r):
    n_si = n * 1e27
    return 1e9 * np.sqrt(er * sc.epsilon_0 * sc.k * T / (q**2 * n_si))


def lanyon_tuft(n=n0, T=T0, er=eps_r):
    eps = er * sc.epsilon_0
    lam_m = debye(n, T, er) * 1e-9
    return 3 * q**2 / (16 * np.pi * eps * lam_m) / q


def integrate(f, scale):
    """Integral from zero to infinity, split at the natural scale."""
    g = lambda x: scale * f(scale * x)
    a = quad(g, 0, 1, epsabs=1e-11, epsrel=1e-9)[0]
    b = quad(g, 1, np.inf, epsabs=1e-11, epsrel=1e-9)[0]
    return a + b


def field_energy(T=T0):
    """Bare minus screened field energy, by direct quadrature."""
    lam, C = debye(T=T), coulomb()

    def density(r):
        bare = 1 / r**2
        screened = bare * (1 + r / lam) * np.exp(-r / lam)
        return 0.5 * C * r**2 * (bare**2 - screened**2)
    return integrate(density, lam)


def entropy_cost(T=T0):
    """kT times integral of (density change)^2 / (2 n)."""
    lam, C, kT = debye(T=T), coulomb(), thermal(T)

    def density(r):
        dn = n0 * C * np.exp(-r / lam) / (r * kT)
        return kT * dn**2 / (2 * n0) * 4 * np.pi * r**2
    return integrate(density, lam)


kT, C, lam = thermal(T0), coulomb(), debye()
A = C / lam
dE = lanyon_tuft()

# The screened potential obeys the linearized Poisson equation, and its
# slope gives the field used in the energy quadrature.
r, L = sp.symbols('r L', positive=True)
phi = sp.exp(-r / L) / r
lap = sp.diff(r**2 * sp.diff(phi, r), r) / r**2
assert sp.simplify(lap - phi / L**2) == 0
assert sp.simplify(-sp.diff(phi, r) - (1 + r/L)*sp.exp(-r/L)/r**2) == 0


def cloud(r):
    """Screening electrons per unit radius in linear theory."""
    return 4 * np.pi * r**2 * n0 * C * np.exp(-r / lam) / (r * kT)


cloud_total = integrate(cloud, lam)
assert abs(cloud_total - 1) < 1e-7

# Main formula against direct quadrature of the field energy.
dE_quad = field_energy()
assert abs(dE_quad / dE - 1) < 1e-6

# The same energy from charges: hole-cloud attraction and cloud repulsion.
attraction = -integrate(lambda r: C / r * cloud(r), lam)


def cloud_potential(r):
    return C * (1 - np.exp(-r / lam)) / r


repulsion = 0.5 * integrate(lambda r: cloud_potential(r) * cloud(r), lam)
assert abs(attraction / (-A) - 1) < 1e-6
assert abs(repulsion / (A / 4) - 1) < 1e-6
assert abs((attraction + repulsion) / (-dE_quad) - 1) < 1e-6

# Free energy from energy and entropy; then the Gibbs-Helmholtz relation.
cost = entropy_cost()
free = dE_quad - cost
assert abs(cost / (A / 4) - 1) < 1e-6
assert abs(free / (A / 2) - 1) < 1e-6
h = 3.0
F_plus = field_energy(T0 + h) - entropy_cost(T0 + h)
F_minus = field_energy(T0 - h) - entropy_cost(T0 - h)
energy_from_F = free - T0 * (F_plus - F_minus) / (2 * h)
assert abs(energy_from_F / dE - 1) < 2e-4

# Linearization: radius where the hole's potential energy equals kT.
r_kT = brentq(lambda r: C * np.exp(-r / lam) / r - kT, 0.01, 10 * lam)
inside = quad(cloud, 0, r_kT)[0]
x = r_kT / lam
assert abs(inside - (1 - (1 + x) * np.exp(-x))) < 1e-7
rise_linear = A / kT * np.exp(-1)
rise_boltzmann = np.exp(rise_linear) - 1
in_sphere = 4 * np.pi / 3 * lam**3 * n0

# Degeneracy: the screening strength is set by dn/dmu.
m_valley = (m_long * m_trans**2) ** (1 / 3)
m_total = valleys ** (2 / 3) * m_valley
Nc = 2 * (m_total*sc.m_e*sc.k*T0 / (2*np.pi*sc.hbar**2))**1.5 * 1e-27


def fermi_half(eta):
    f = lambda s: s**2 / (1 + np.exp(s**2 - eta))
    return 4 / np.sqrt(np.pi) * quad(f, 0, 12, epsabs=1e-13)[0]


def degeneracy_factor(n):
    """Ratio of Fermi-Dirac to Boltzmann value of 1/lam."""
    eta = brentq(lambda e: fermi_half(e) - n / Nc, -12, 12)
    d = 1e-3
    slope = (fermi_half(eta + d) - fermi_half(eta - d)) / (2 * d)
    return np.sqrt(slope / (n / Nc))


deg = degeneracy_factor(n0)
u = n0 / Nc
assert abs(deg**2 - 1 / (1 + u / np.sqrt(8))) < 5e-5
deg_high = degeneracy_factor(10 * n0)

# Wave nature: Maxwellian static response from its definition as a sum over
# momentum states, compared with the Dawson-function form.
for y in (0.3, 1.0, 2.5):
    resp = lambda s: (np.exp(-(s-y)**2) - np.exp(-(s+y)**2)) / (4*s*y)
    direct = 2 / np.sqrt(np.pi) * quad(resp, 0, 12, points=[y])[0]
    assert abs(direct - dawsn(y) / y) < 1e-7

m_kg = m_valley * sc.m_e
y_debye = sc.hbar / (lam * 1e-9) / np.sqrt(8 * m_kg * sc.k * T0)


def wave_sums(y1):
    """Field energy and free energy from wave-vector integrals."""
    def g(t):
        return dawsn(y1 * t) / (y1 * t) if y1 > 0 else 1.0
    fe = lambda t: 1 - (t**2 / (t**2 + g(t)))**2
    fr = lambda t: g(t) / (t**2 + g(t))
    return A / np.pi * integrate(fe, 1), A / np.pi * integrate(fr, 1)


classical = wave_sums(0.0)
assert abs(classical[0] / dE - 1) < 1e-6
assert abs(classical[1] / free - 1) < 1e-6
wave_energy, wave_free = wave_sums(y_debye)
assert wave_energy < dE and wave_free < free


# Majority electron: charge up the whole gas, then differentiate by density.
def gas_free_energy(n):
    def rate(s):
        energy = -0.5 * n * C * s**3 / debye(n=n)
        return 2 * energy / s
    return quad(rate, 0, 1)[0]


dn = 1e-3 * n0
mu = (gas_free_energy(n0 + dn) - gas_free_energy(n0 - dn)) / (2 * dn)
electron_shift = -mu
assert abs(electron_shift / (A / 2) - 1) < 1e-5
pair_shift = free + electron_shift

# Random donors: rms of the sum of independent screened potentials.
var = integrate(lambda r: n0 * (C*np.exp(-r/lam)/r)**2 * 4*np.pi*r**2, lam)
rms = np.sqrt(var)
assert abs(rms / np.sqrt(A * kT / 2) - 1) < 1e-6

# The quoted size of the narrowing.
assert abs(dE * 1e3 - 22.5) < 0.3


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print(f"carrier density: {n_cm:.1e} cm^-3")
show("temperature", T0, "K", 0)
show("relative permittivity", eps_r, "", 1)
print(f"permittivity: {eps_r * sc.epsilon_0:.4e} F/m")
show("thermal energy kT", kT * 1e3, "meV")
show("Coulomb constant C", C, "eV nm", 4)
show("Debye length", lam, "nm", 3)
show("A = C/lam", A * 1e3, "meV")
show("Lanyon-Tuft energy, formula", dE * 1e3, "meV")
show("Lanyon-Tuft energy, quadrature", dE_quad * 1e3, "meV")
print(f"Lanyon-Tuft energy in joule: {dE * q:.3e} J")
show("hole-cloud attraction", attraction * 1e3, "meV")
show("cloud self-repulsion", repulsion * 1e3, "meV")
show("entropy cost", cost * 1e3, "meV")
show("free-energy lowering of hole", free * 1e3, "meV")
show("energy from Gibbs-Helmholtz", energy_from_F * 1e3, "meV")
show("formula with permittivity 11.9", lanyon_tuft(er=11.9)*1e3, "meV")
show("formula at 1e17 cm^-3", lanyon_tuft(n=n0/10)*1e3, "meV")
show("formula at 1e19 cm^-3", lanyon_tuft(n=10*n0)*1e3, "meV")
show("formula at 1e18 cm^-3, 400 K", lanyon_tuft(T=400)*1e3, "meV")
show("pn factor using Lanyon-Tuft energy", np.exp(dE / kT), "")
show("pn factor using hole free energy", np.exp(free / kT), "")
show("pn factor using pair free energy", np.exp(pair_shift / kT), "")
show("ratio A/kT", A / kT, "", 3)
show("radius where potential energy is kT", r_kT, "nm")
show("cloud fraction inside that radius", inside, "", 3)
show("relative density rise at lam, linear", rise_linear, "", 3)
show("relative density rise at lam, Boltzmann", rise_boltzmann, "", 3)
show("mean electrons in Debye sphere", in_sphere, "", 3)
show("longitudinal mass", m_long, "m_e")
show("transverse mass", m_trans, "m_e")
show("mean mass per valley", m_valley, "m_e", 3)
print(f"effective density of states: {Nc * 1e21:.2e} cm^-3")
show("n/Nc", u, "", 4)
show("degeneracy factor on energy, 1e18", deg, "", 4)
show("degeneracy factor on energy, 1e19", deg_high, "", 4)
show("wave parameter y at k = 1/lam", y_debye, "", 3)
show("field energy with electron waves", wave_energy * 1e3, "meV")
show("hole free energy with electron waves", wave_free * 1e3, "meV")
show("majority-electron free-energy shift", electron_shift*1e3, "meV")
show("pair free-energy shift", pair_shift * 1e3, "meV")
show("rms random-donor potential energy", rms * 1e3, "meV")
print("OK")
```

It prints:

```
carrier density: 1.0e+18 cm^-3
temperature: 300 K
relative permittivity: 11.7
permittivity: 1.0359e-10 F/m
thermal energy kT: 25.85 meV
Coulomb constant C: 0.1231 eV nm
Debye length: 4.088 nm
A = C/lam: 30.10 meV
Lanyon-Tuft energy, formula: 22.58 meV
Lanyon-Tuft energy, quadrature: 22.58 meV
Lanyon-Tuft energy in joule: 3.617e-21 J
hole-cloud attraction: -30.10 meV
cloud self-repulsion: 7.53 meV
entropy cost: 7.53 meV
free-energy lowering of hole: 15.05 meV
energy from Gibbs-Helmholtz: 22.58 meV
formula with permittivity 11.9: 22.01 meV
formula at 1e17 cm^-3: 7.14 meV
formula at 1e19 cm^-3: 71.40 meV
formula at 1e18 cm^-3, 400 K: 19.55 meV
pn factor using Lanyon-Tuft energy: 2.39
pn factor using hole free energy: 1.79
pn factor using pair free energy: 3.20
ratio A/kT: 1.164
radius where potential energy is kT: 2.55 nm
cloud fraction inside that radius: 0.130
relative density rise at lam, linear: 0.428
relative density rise at lam, Boltzmann: 0.535
mean electrons in Debye sphere: 0.286
longitudinal mass: 0.98 m_e
transverse mass: 0.19 m_e
mean mass per valley: 0.328 m_e
effective density of states: 2.83e+19 cm^-3
n/Nc: 0.0353
degeneracy factor on energy, 1e18: 0.9938
degeneracy factor on energy, 1e19: 0.9434
wave parameter y at k = 1/lam: 0.259
field energy with electron waves: 17.50 meV
hole free energy with electron waves: 12.37 meV
majority-electron free-energy shift: 15.05 meV
pair free-energy shift: 30.10 meV
rms random-donor potential energy: 19.73 meV
OK
```
